# Angular Dependence of Mössbauer Sextet Intensities for a Magnetic Dipole Transition: a program that tests the result

```python
"""Result under test: for a magnetic dipole transition between I=1/2 (ground)
and I=3/2 (excited) in a field along z, the six line areas are 3:x:1:1:x:3,
x = 4 sin^2(theta)/(1+cos^2(theta)), theta = angle of photon to field.
Averaging the intensities over all directions gives 3:2:1.
The energy order 3:x:1:1:x:3 needs level g-factors of opposite sign.
Independent road: a particle with orbital momentum L=1 and spin S=1/2 has
levels J=3/2 and J=1/2. Its moment mu = g_l L + g_s S (nuclear magnetons)
gives the amplitudes directly, with two explicit photon polarizations."""
import numpy as np
from scipy import constants as const


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j,
            np.diag(m)]


L = [np.kron(a, np.eye(2)) for a in spin_matrices(1)]
S = [np.kron(np.eye(3), a) for a in spin_matrices(0.5)]
J = [a + b for a, b in zip(L, S)]
J2 = sum(a @ a for a in J)
_, vectors = np.linalg.eigh(J2 + 0.1 * J[2])
excited, ground = {}, {}
for state in vectors.T:
    m = round(2 * np.vdot(state, J[2] @ state).real) / 2
    level = excited if np.vdot(state, J2 @ state).real > 2 else ground
    level[m] = state
assert len(excited) == 4 and len(ground) == 2


def build_lines(g_l, g_s):
    """Return g_excited, g_ground and lines (shift/(muN B), mg, me, v)."""
    mu = [g_l * a + g_s * b for a, b in zip(L, S)]

    def moment(state):
        return np.vdot(state, mu[2] @ state).real

    lines = []
    for mg, lower in ground.items():
        for me, upper in excited.items():
            v = np.array([np.vdot(upper, a @ lower) for a in mu])
            if abs(me - mg) > 1.5:
                assert np.linalg.norm(v) < 1e-12
            else:
                lines.append((moment(lower) - moment(upper), mg, me, v))
    lines.sort(key=lambda line: line[0])
    return moment(excited[0.5]) / 0.5, moment(ground[0.5]) / 0.5, lines


def intensity(v, theta, phi=0.0):
    """Sum of |v.b|^2 over two polarizations, b = k x polarization."""
    st, ct, sp, cp = np.sin(theta), np.cos(theta), np.sin(phi), np.cos(phi)
    k = np.array([st * cp, st * sp, ct])
    polarizations = ([ct * cp, ct * sp, -st], [-sp, cp, 0.0])
    return sum(abs(v @ np.cross(k, e))**2 for e in polarizations)


def x_formula(theta):
    return 4 * np.sin(theta)**2 / (1 + np.cos(theta)**2)


g_l, g_s, field, photon_keV = 1.0, 6.0, 10.0, 50.0
theta_deg, temperature = 60.0, 300.0
g_e, g_g, lines = build_lines(g_l, g_s)
assert len(lines) == 6

# Direction-free strengths, and the angular factor of each kind of line.
strength = np.array([np.linalg.norm(line[3])**2 for line in lines])
strength_ratio = strength / strength[2]
assert np.allclose(strength_ratio, [3, 2, 1, 1, 2, 3], atol=1e-10)
total_reference = sum(intensity(line[3], 0.3) for line in lines)
for theta in np.linspace(0, np.pi, 13):
    for phi in (0.0, 0.7, 2.9):
        area = np.array([intensity(line[3], theta, phi) for line in lines])
        s2, c2 = np.sin(theta)**2, np.cos(theta)**2
        factor = [s2 if line[1] == line[2] else (1 + c2) / 2
                  for line in lines]
        assert np.allclose(area / strength, factor, atol=1e-10)
        x = x_formula(theta)
        assert np.allclose(area / area[2], [3, x, 1, 1, x, 3], atol=1e-10)
        fractions = [3 * (1 + c2) / 16, s2 / 4, (1 + c2) / 16]
        assert np.allclose(area[:3] / area.sum(), fractions, atol=1e-10)
        assert abs(area.sum() / total_reference - 1) < 1e-10

# Energy order for several pairs of level g-factors, and line distances.
theta = np.radians(theta_deg)
x_example = x_formula(theta)
for trial_gs in (6.0, 10.0, -5.0, 2.0, 3.0, 0.5):
    ge, gg, trial = build_lines(1.0, trial_gs)
    area = np.array([intensity(line[3], theta) for line in trial])
    pattern = 6 * area / area.sum() * (4 + x_example) / 3
    stated = np.allclose(pattern, [3, x_example, 1, 1, x_example, 3])
    assert stated == (ge * gg < 0)
    for shift, mg, me, v in trial:
        if abs(me) == 1.5:
            distance = abs(3 * ge - gg) / 2
        elif me == mg:
            distance = abs(ge - gg) / 2
        else:
            distance = abs(ge + gg) / 2
        assert abs(abs(shift) - distance) < 1e-10
same_ge, same_gg, same_lines = build_lines(1.0, 2.0)
same_area = np.array([intensity(line[3], theta) for line in same_lines])
same_pattern = same_area / same_area[1]

# Averages over directions, by quadrature of the directly computed areas.
nodes, weights = np.polynomial.legendre.leggauss(30)
table = np.array([[intensity(line[3], np.arccos(u)) for line in lines]
                  for u in nodes])
isotropic = weights @ table / 2
isotropic_ratio = isotropic / isotropic[2]
assert np.allclose(isotropic_ratio, [3, 2, 1, 1, 2, 3], atol=1e-10)
mean_of_x = weights @ (table[:, 1] / table[:, 2]) / 2
assert abs(mean_of_x - (2 * np.pi - 4)) < 1e-9
texture = weights * nodes**2
texture /= texture.sum()
texture_c2 = texture @ nodes**2
texture_area = texture @ table
texture_x = texture_area[1] / texture_area[2]
assert abs(texture_x - 4 * (1 - texture_c2) / (1 + texture_c2)) < 1e-10

# Worked example.
area = np.array([intensity(line[3], theta) for line in lines])
x_direct = area[1] / area[2]
c2_back = (4 - x_direct) / (4 + x_direct)
angle_back = np.degrees(np.arccos(np.sqrt(c2_back)))
assert abs(angle_back - theta_deg) < 1e-8
muN_eV = const.physical_constants["nuclear magneton in eV/T"][0]
unit_neV = muN_eV * field * 1e9
ground_split = abs(g_g) * unit_neV
kT_neV = const.k * temperature / const.e * 1e9
population_difference = -np.expm1(-ground_split / kT_neV)
assert population_difference < 1e-4

print(f"Orbital g-factor g_l = {g_l:.1f}, spin g-factor g_s = {g_s:.1f}")
print(f"Field B = {field:.1f} T, photon energy = {photon_keV:.1f} keV")
print(f"Angle theta = {theta_deg:.1f} degrees")
print(f"g-factor of excited level = {g_e:.4f}")
print(f"g-factor of ground level = {g_g:.4f}")
print(f"muN*B = {unit_neV:.2f} neV")
print(f"Excited sublevel spacing = {abs(g_e) * unit_neV:.2f} neV")
print(f"Ground sublevel spacing = {ground_split:.2f} neV")
print(f"Relative ground population difference at {temperature:.0f} K"
      f" = {population_difference:.2e}")
print("Strengths |v|^2 relative to line 3:", np.round(strength_ratio, 4))
print("Lines: m_g, m_e, shift (neV), shift (mm/s), area/line 3, fraction")
for number, (line, a) in enumerate(zip(lines, area), 1):
    shift = line[0] * unit_neV
    velocity = const.c * shift * 1e-9 / (photon_keV * 1e3) * 1e3
    print(f"  {number}: {line[1]:+.1f} {line[2]:+.1f} {shift:+10.2f}"
          f" {velocity:+8.3f} {a / area[2]:7.4f} {a / area.sum():8.5f}")
print(f"x from direct areas = {x_direct:.4f}, formula = {x_example:.4f}")
print(f"cos^2(theta) recovered from x = {c2_back:.4f}")
print(f"Angle recovered from x = {angle_back:.2f} degrees")
magic = np.arccos(np.sqrt(1 / 3))
for label, t in (("0", 0.0), ("90", np.pi / 2),
                 (f"{np.degrees(magic):.2f}", magic)):
    direct = intensity(lines[1][3], t) / intensity(lines[2][3], t)
    assert abs(direct - x_formula(t)) < 1e-10
    print(f"x at theta = {label} degrees: {direct:.4f}")
print("Isotropic average, areas/line 3:", np.round(isotropic_ratio, 4))
print("Isotropic average, fractions:",
      np.round(isotropic / isotropic.sum(), 5))
print(f"Spherical mean of the ratio x itself = {mean_of_x:.4f}")
print(f"cos^2-weighted directions: mean cos^2 = {texture_c2:.4f}")
print(f"cos^2-weighted directions: effective x = {texture_x:.4f}")
print(f"Equal-sign case: g_e = {same_ge:.4f}, g_g = {same_gg:.4f}")
print("Equal-sign case, areas/line 2 in energy order:",
      np.round(same_pattern, 4))
print("OK")
```

It prints:

```
Orbital g-factor g_l = 1.0, spin g-factor g_s = 6.0
Field B = 10.0 T, photon energy = 50.0 keV
Angle theta = 60.0 degrees
g-factor of excited level = 2.6667
g-factor of ground level = -0.6667
muN*B = 315.25 neV
Excited sublevel spacing = 840.65 neV
Ground sublevel spacing = 210.16 neV
Relative ground population difference at 300 K = 8.13e-06
Strengths |v|^2 relative to line 3: [3. 2. 1. 1. 2. 3.]
Lines: m_g, m_e, shift (neV), shift (mm/s), area/line 3, fraction
  1: +0.5 +1.5   -1366.06   -8.191  3.0000  0.23437
  2: +0.5 +0.5    -525.41   -3.150  2.4000  0.18750
  3: -0.5 +0.5    -315.25   -1.890  1.0000  0.07813
  4: +0.5 -0.5    +315.25   +1.890  1.0000  0.07813
  5: -0.5 -0.5    +525.41   +3.150  2.4000  0.18750
  6: -0.5 -1.5   +1366.06   +8.191  3.0000  0.23437
x from direct areas = 2.4000, formula = 2.4000
cos^2(theta) recovered from x = 0.2500
Angle recovered from x = 60.00 degrees
x at theta = 0 degrees: 0.0000
x at theta = 90 degrees: 4.0000
x at theta = 54.74 degrees: 2.0000
Isotropic average, areas/line 3: [3. 2. 1. 1. 2. 3.]
Isotropic average, fractions: [0.25    0.16667 0.08333 0.08333 0.16667 0.25   ]
Spherical mean of the ratio x itself = 2.2832
cos^2-weighted directions: mean cos^2 = 0.6000
cos^2-weighted directions: effective x = 1.0000
Equal-sign case: g_e = 1.3333, g_g = 0.6667
Equal-sign case, areas/line 2 in energy order: [3.  1.  2.4 2.4 1.  3. ]
OK
```
